# Setting Up and Checking a Minimum-Energy Spin-Crossing Search

## The decision

Suppose that a triplet molecule approaches a surface on which its singlet state binds. To decide whether slow molecules can stick, you need the lowest energy at which the two spin surfaces meet. A crossing search asks you for a step length, a Hessian and two convergence thresholds. These choices matter: in the example below, a tangent force of 0.02 eV/Å looks small, yet the geometry is still wrong by 0.11 Å. The analysis shows how to choose the settings and what a converged result establishes.

## What is being searched for

Let $E_1(q)$ be the triplet energy and $E_2(q)$ the singlet energy. Both are spin-pure: spin-orbit coupling is left out. The algebra is in atomic units, the numbers in eV and Å. The coordinates are Cartesian or other lengths, with the ordinary scalar product. Define

$$\Delta=E_1-E_2,\qquad g=\nabla\Delta,\qquad \hat g=g/|g|,\qquad P=1-\hat g\hat g^T .$$

The seam is the set $\Delta=0$. Where $g\neq0$ it is a smooth surface with one dimension less than the coordinate space. $P$ removes the component of a vector normal to it.

At a stationary point of $E_1$ on the seam, $\nabla E_1$ has no tangential component, so it is parallel to $g$:

$$\nabla E_1=\lambda g,\qquad \nabla E_2=\nabla E_1-g=(\lambda-1)g,\qquad \lambda=\frac{g\cdot\nabla E_1}{|g|^2}.$$

For $0<\lambda<1$ the two gradients oppose each other. For $\lambda<0$ or $\lambda>1$ they point the same way.

The search drives the following vector to zero:

$$G=\mu\,\frac{\Delta}{|g|^2}\,g+P\nabla E_1,\qquad \mu>0 .$$

The first term restores equal energies and the second lowers the energy along the seam. They are orthogonal, so they cannot cancel: $G=0$ requires $\Delta=0$ and $P\nabla E_1=0$ separately. Conversely, these two conditions give $G=0$. Since $Pg=0$, we have $P\nabla E_1=P\nabla E_2$, and either state may supply the tangential gradient.

The form of the first term follows from linearizing the gap. We want a displacement $n$ with $\Delta+g\cdot n=0$. Any component of $n$ perpendicular to $g$ adds length without changing this equation, so the shortest solution is $n=-\Delta g/|g|^2$. The update $q\leftarrow q-sG$ moves by $s\mu n$ in the normal direction. Choosing $\mu=1/s$ takes the linearized correction in full:

$$q\leftarrow q-\frac{\Delta}{|g|^2}g-sP\nabla E_1 .$$

## Is the stationary point a minimum?

Take a curve $q(\sigma)$ on the seam through the stationary point, with primes for derivatives. Differentiating $\Delta(q(\sigma))=0$ once gives $g\cdot q'=0$. Differentiating again gives

$$g\cdot q''+q'^T(H_1-H_2)q'=0,$$

where $H_1$ and $H_2$ are the Hessians of the two states. Along the same curve,

$$E_1''=\nabla E_1\cdot q''+q'^TH_1q'=\lambda\,g\cdot q''+q'^TH_1q'.$$

Substituting for $g\cdot q''$ gives

$$E_1''=q'^TH_Lq',\qquad H_L=H_1-\lambda(H_1-H_2)=(1-\lambda)H_1+\lambda H_2 .$$

Let the columns of $T$ be an orthonormal basis of the seam tangent, and let $A=T^TH_LT$ have eigenvalues $h_i$. If all $h_i$ are positive, the point is a strict local minimum on the seam. A negative $h_i$ rules out a minimum.

When $0<\lambda<1$, both weights in $H_L$ are positive, so two positive definite Hessians guarantee a minimum. For $\lambda<0$ or $\lambda>1$ one weight is negative and the guarantee is lost. A two-coordinate pair shows this, with coefficients in eV and Å:

$$E_1=x+\tfrac12(x^2+y^2),\qquad E_2=2x+\tfrac12(x^2+3y^2).$$

Both surfaces are convex. At the origin the gradients are $(1,0)$ and $(2,0)$, so $g=(-1,0)$, $\lambda=-1$ and $G=0$. The tangent is the $y$ direction, where $H_L=2H_1-H_2$ has curvature $2-3=-1$ eV/Å². The origin is a maximum on the seam. Directly, $\Delta=-x-y^2=0$ gives $x=-y^2$ and

$$E_1=-y^2+\tfrac12y^4+\tfrac12y^2=-\tfrac12y^2+\tfrac12y^4 .$$

Its derivative $-y+2y^3$ vanishes also at $y^2=1/2$, where $x=-1/2$ Å and the energy is $-1/8$ eV. These are the minima. A search started slightly off the origin reached one of them in 28 steps. Small residuals alone would have accepted the origin, so check the projected $H_L$ at the end.

## How long may a step be?

Near the solution, the Jacobian $J$ of $G$ governs the error. In the first term of $G$, all derivatives of $g/|g|^2$ are multiplied by $\Delta=0$. What remains is $\mu g g^T/|g|^2=\mu\hat g\hat g^T$. The second term gives

$$d(P\nabla E_1)=(dP)\nabla E_1+PH_1dq=\lambda(dP)g+PH_1dq .$$

Differentiating $Pg=0$ yields $(dP)g=-P(H_1-H_2)dq$. Therefore

$$J=\mu\hat g\hat g^T+PH_L .$$

In the basis $(\hat g,T)$ this is

$$J=\begin{pmatrix}\mu&0\\ c&A\end{pmatrix},\qquad c=T^TH_L\hat g .$$

The matrix is block triangular, so its eigenvalues are $\mu$ and the $h_i$. To first order the update multiplies the error by $1-sJ$. It converges locally if each eigenvalue of $1-sJ$ is smaller than one in magnitude:

$$0<s\mu<2,\qquad 0<sh_i<2 .$$

With $\mu=1/s$ the normal eigenvalue is zero, and the slowest tangential factor is $\max_i|1-sh_i|$. For positive curvatures between $h_{\min}$ and $h_{\max}$, this factor is smallest when the two ends are equal in magnitude, $1-sh_{\min}=sh_{\max}-1$:

$$s_{\rm best}=\frac{2}{h_{\min}+h_{\max}},\qquad
\rho_{\rm best}=\frac{h_{\max}-h_{\min}}{h_{\max}+h_{\min}} .$$

This is a local rule. Far from the solution the curvatures can be larger, and a shorter step is safer.

The block $c$ has a second consequence. $J-J^T$ has off-diagonal blocks $c$ and $-c^T$, so its Frobenius norm is $\sqrt2|c|$. The Jacobian of a smooth gradient field is symmetric. If $c\neq0$, $G$ is therefore not the gradient of any function near the solution. A line search that treats $G$ as an energy gradient has no underlying energy to lower.

## Which Hessian should be used?

A Newton step $d=n+Tt$ should remove the linearized gap and the linearized tangential gradient. The normal part $n$ already does the first. The lower row of $J$ shows that the tangential gradient changes by $T^TH_Ld$, so we require

$$T^T(\nabla E_1+H_L(n+Tt))=0
\;\Rightarrow\;
At=-T^T(\nabla E_1+H_Ln).$$

Let $e$ be the small position error. To first order, $\Delta=g\cdot e$, hence $n=-\hat g\hat g^Te$, and $T^T\nabla E_1=T^TH_Le$. Thus

$$At=-T^TH_L(e-\hat g\hat g^Te)=-T^TH_LT\,T^Te=-A\,T^Te .$$

So $t=-T^Te$ and $d=-e$: the linear error vanishes. If the Hessians are Lipschitz continuous and $A$ is invertible, the remaining error is of second order, which is quadratic convergence.

Now replace $H_L$ by $H_1$ and write $B=T^TH_1T$. For a purely tangential error, $n=0$ to first order and $t=-B^{-1}A\,T^Te$. The new tangential error is

$$(1-B^{-1}A)T^Te .$$

Even a perfect Hessian of one state generally gives linear convergence, or divergence if an eigenvalue of $1-B^{-1}A$ exceeds one in magnitude. It misses the curvature of the seam.

In the convex pair, $H_1$ is the unit matrix, so $B=1$ eV/Å². At the minimum $\lambda=-1/2$ and $H_L=\mathrm{diag}(1,0)$. The tangent is proportional to $(-2y,1)$, so $A=4y^2/(4y^2+1)=2/3$ eV/Å². The error factor is $1/3$, not zero. A plain step with $s=1$ Å²/eV has the same factor, and the measured ratio was 0.33333.

If only gradients are available, a Hessian update can use

$$(1-\lambda)[\nabla E_1(q')-\nabla E_1(q)]+\lambda[\nabla E_2(q')-\nabla E_2(q)]\simeq H_L(q'-q)$$

with the same $\lambda$ at both points. This follows from a Taylor expansion of each gradient; the update was not run here.

## A molecule above a corrugated surface

The model has lateral position $x$, bond length $r$ and height $z$:

$$E_1=D(1-e^{-a(r-r_T)})^2+Ke^{-b(z-z_0)}\left[1+h_T\cos\frac{2\pi x}{L}\right],$$

$$\begin{aligned}E_2={}&\varepsilon_0+D(1-e^{-a(r-r_S)})^2\\&+C\left[(1-e^{-\beta(z-z_S)})^2-1\right]\left[1+h_S\cos\frac{2\pi(x-x_S)}{L}\right].\end{aligned}$$

The triplet is repelled. The singlet starts $\varepsilon_0$ higher but is attracted. The round parameters are $D=5$, $K=0.3$, $\varepsilon_0=1$ and $C=2$ eV; $a=2.5$, $b=2$ and $\beta=1.5$ Å⁻¹; $r_T=1.2$, $r_S=1.3$, $z_0=2$, $z_S=1.6$, $x_S=1.2$ and $L=3$ Å; $h_T=h_S=0.2$. In the numerical output, $K$ is labelled A and $\varepsilon_0$ gap0. Energy zero is the free triplet molecule.

**The first step.** At $(x,r,z)=(0.6,1.25,2.8)$ Å the energies are 0.13335 and 0.44461 eV, so $\Delta=-0.31126$ eV. Subtracting the printed gradients gives

$$g=(0.21751,\,6.36432,\,-1.00763)\ \text{eV/Å},\qquad |g|^2=41.567\ \text{eV²/Å²}.$$

The normal factor is $-\Delta/|g|^2=0.007488$ Å²/eV, and multiplying by $g$ gives the move $(0.00163,0.04766,-0.00755)$ Å.

For the tangential part, $g\cdot\nabla E_1/|g|^2=16.623/41.567=0.3999$. Subtracting this multiple of $g$ from $\nabla E_1$ leaves $(-0.11111,0.04723,0.27434)$ eV/Å. With $s=0.3$ Å²/eV the new coordinates are

$$\begin{aligned}
x&=0.6+0.00163+0.03333=0.63496\ \text{Å},\\
r&=1.25+0.04766-0.01417=1.28349\ \text{Å},\\
z&=2.8-0.00755-0.08230=2.71015\ \text{Å}.
\end{aligned}$$

The gap shrinks to $-0.0187$ eV, but the tangential gradient grows from 0.30 to 0.74 eV/Å. The coupling $c$ allows this: a normal move of length $|n|$ changes the tangential gradient by about $|c||n|$. With $|n|=0.31126/\sqrt{41.567}=0.048$ Å and the value $|c|=12.1$ eV/Å² found below at the crossing, this is about 0.6 eV/Å, large enough for the rise. The search still converges, so an early rise of this residual is no proof of failure.

**The crossing point.** The search converges to

$$(x,r,z)=(1.3436,\,1.2168,\,2.4412)\ \text{Å}=(2.5389,\,2.2995,\,4.6131)\ \text{bohr},$$

with energy 0.1091 eV, or 0.00401 hartree. A gradient-free search, which solves for the seam height and then minimizes the energy, agrees to the printed digits.

That search began with a grid over one lateral period. A bound shows that no lower branch was missed nearer the surface. A seam point below 0.1091 eV needs a repulsion below this value. The repulsion is at least $K(1-h_T)e^{-b(z-z_0)}$, so

$$z>2+\tfrac12\ln(0.24/0.1091)=2.39\ \text{Å}.$$

This lies outside $z_S$, where the triplet energy falls and the singlet energy rises with height. There is then at most one crossing height for each $(x,r)$, the one used in the search.

The crossing energy is also the classical threshold for reaching the singlet in this model. Any path from the free triplet to the singlet must meet the seam, at no less than its minimum energy. A path with no higher barrier exists: stretch the bond from $r_T$ to 1.2168 Å, then lower the molecule at fixed $x$. Both parts raise $E_1$ monotonically to 0.1091 eV. At the crossing $\partial E_2/\partial z=1.45$ eV/Å is positive, so the singlet energy falls towards the surface.

The ratio of the $z$ components gives $\lambda=-0.20128/(-0.20128-1.45054)=0.1219$. The gradients are opposed, and $H_L$ contains 88% triplet and 12% singlet Hessian.

## Reading the convergence

The seam curvatures are 0.188 and 2.678 eV/Å². Both are positive, so the point is a local seam minimum. The step limit is $2/2.678=0.747$ Å²/eV. At 0.9 of the limit the stiff error is multiplied by $1-1.8=-0.8$ per step, and $0.8^{20}=0.0115$. At 1.1 of the limit the factor is $-1.2$, and $1.2^{20}=38.3$. The tests gave 0.0115 and 38.35.

For $s=0.3$ Å²/eV, the soft direction gives $1-0.3\times0.188=0.9436$, equal to the measured ratio. One decimal digit costs $\ln10/(-\ln0.9436)\simeq40$ steps, which explains the 365 steps needed to bring both residuals below $10^{-10}$ in their units. The best fixed step would be $2/(0.188+2.678)=0.698$ Å²/eV with factor 0.869, only 7% below the stability limit.

After 35 fixed steps, both residuals were below 0.02 in their units. Newton steps with $H_L$ then reduced the position error from 0.11 Å to $3.0\times10^{-3}$, $1.7\times10^{-5}$ and $5.2\times10^{-11}$ Å, relative to the final iterate. The first of them increased the gap from $1.5\times10^{-5}$ to $4.5\times10^{-3}$ eV in magnitude. This is allowed: the step $d$ cancels the linear gap but leaves $\frac12d^T(H_1-H_2)d$ at second order, and $d$ was about 0.1 Å long. With the triplet Hessian instead, the local error factor has magnitude 0.887 and is negative: each step overshoots. In magnitude this is better than the 0.944 of the fixed step $s=0.3$ Å²/eV, but worse than the 0.869 of the best fixed step.

## Choosing the thresholds

Let $f=T^T\nabla E_1$ be the residual tangential gradient. The normal error is $\Delta/|g|$ to first order. The lower row of $J$ then gives $f=A\,T^Te+c\,\Delta/|g|$, hence, to the same order,

$$|T^Te|\le\frac{|f|+|c|\,|\Delta|/|g|}{h_{\min}} .$$

For $|f|=0.02$ eV/Å and a negligible gap, the bound is $0.02/0.188=0.106$ Å. The bound is reached when the error lies along the soft direction. This is nearly so here, because each fixed step multiplies the stiff error by only $1-0.3\times2.678=0.197$ near the solution; the observed error is 0.11 Å. Because the bound holds only to first order, the true error can slightly exceed it. On the seam the corresponding energy error is at most $|f|^2/(2h_{\min})=0.0011$ eV in the quadratic approximation. A threshold that suffices for the barrier can be far too loose for the geometry.

The gap matters too. The output gives $|c|=17.16/\sqrt2=12.1$ eV/Å², and the crossing gradients give $|g|=8.27$ eV/Å. For a gap of 0.001 eV the bound therefore allows a tangential shift of $12.1\times0.001/(8.27\times0.188)=0.008$ Å. The actual shift is much smaller, because $c$ lies almost entirely along the stiff direction here: $12.1\times0.001/(8.27\times2.678)=0.0005$ Å. To first order the gap also changes $E_1$ by $\nabla E_1\cdot e=\lambda g\cdot e=\lambda\Delta$, here $1.2\times10^{-4}$ eV.

These estimates lead to a procedure:

1. Take composite steps with $\mu=1/s$ and $s$ well below $2/h_{\max}$. If the residuals grow persistently, try a shorter $s$. Growth that remains can mean that the search is leaving a maximum or saddle on the seam.
2. Near the seam minimum, change to Newton steps with $H_L$, provided that its tangential projection is positive definite.
3. Set the force threshold somewhat below the wanted position accuracy times $h_{\min}$, and check the gap contribution separately.
4. Confirm that all $h_i$ are positive, and repeat from other starts. Local convergence does not show that the crossing is the lowest one.

Rescaling the coordinates, as mass weighting does, leaves the stationary points where they are. It changes the path and the seam curvatures, so the step limit must be found again. If $q=Sp$ with a fixed invertible diagonal $S$, every gradient is multiplied by $S$, and $S\nabla E_1=\lambda Sg$ is equivalent to $\nabla E_1=\lambda g$. A run with scale factors 1.0, 0.7 and 0.9 reached the same point in 366 steps.

## Where the method stops

If $g$ tends to zero, the normal correction $\Delta g/|g|^2$ can become unbounded and the seam need not be smooth. If the whole system can translate or rotate freely, $A$ has zero eigenvalues, and these motions must be removed before the Newton solve.

Let $W_i$ couple the singlet to the three triplet components, taken as degenerate, and let $|W|^2=\sum_i|W_i|^2$. One combination of the components mixes with the singlet, which gives the energies $\frac12(E_1+E_2)\pm\sqrt{\Delta^2/4+|W|^2}$. The other two combinations stay at $E_1$. At the crossing geometry the lowest level lies $|W|$ below the seam energy. For weak, constant coupling, write $R=\sqrt{\Delta^2/4+|W|^2}$. Near the crossing the gradient of the lowest level is $[(\lambda-\frac12)-\Delta/(4R)]\,g$. It vanishes only where $\Delta/(2R)=2\lambda-1$, which requires $0<\lambda<1$. The lowest level then has a saddle about $2|W|\sqrt{\lambda(1-\lambda)}$ below the crossing energy, $0.65|W|$ in the model, and the crossing energy remains a useful estimate of the barrier. For $\lambda<0$ or $\lambda>1$, as in the convex pair, the lowest level slopes through the seam and the crossing is not a barrier top. For two states of the same spin with a coupling $W$, degeneracy requires $W=0$ as well as $\Delta=0$, and the single constraint used here is not enough.

The picture assumes two spin-pure surfaces. On a metal, charge transfer and electron exchange with the substrate can change the molecular spin, and two such surfaces may not describe the approach. Within the picture, the lowest crossing energy is a lower bound on the classical energy needed to reach the singlet. It is the threshold only if no higher barrier lies on the way, as in the model above. It is not a sticking probability. That probability also depends on the coupling, the speed at the seam, and the loss of energy after the crossing. Tunnelling and zero-point motion are outside this classical threshold.

## Numbers as computed

```
Energies eV, lengths angstrom; vectors ordered x r z
Bond: D eV, a 1/A, rT A, rS A: 5.0 2.5 1.2 1.3
Triplet: A eV, b 1/A, z0 A, hT: 0.3 2.0 2.0 0.2
Singlet: gap0 eV, C eV, beta 1/A: 1.0 2.0 1.5
Singlet: zS A, hS, xS A; period L A: 1.6 0.2 1.2 3.0
Step s (A^2/eV): 0.3  stiffness 1/s (eV/A^2): 3.3333
Start (A): 0.60000 1.25000 2.80000
Start energies T, S (eV): 0.13335 0.44461
Start gradient T (eV/A): -0.02413 2.59240 -0.12862
Start gradient S (eV/A): -0.24164 -3.77192 0.87901
Start gap (eV): -0.31126
Start normal move (A): 0.00163 0.04766 -0.00755
Start tangent gradient (eV/A): -0.11111 0.04723 0.27434
After one step (A): 0.63496 1.28349 2.71015
Fixed step 1: gap -1.871e-02 eV, tangent 7.447e-01 eV/A
Fixed step 10: gap -1.772e-04 eV, tangent 7.294e-02 eV/A
Fixed step 50: gap -2.690e-06 eV, tangent 8.481e-03 eV/A
Fixed step 100: gap -8.204e-09 eV, tangent 4.728e-04 eV/A
Fixed steps to 1e-10 (eV, eV/A): 365
Fixed steps before Newton (0.02 eV, eV/A): 35
Newton 0: gap -1.5e-05 eV, tangent 2.0e-02 eV/A, error 1.1e-01 A
Newton 1: gap -4.5e-03 eV, tangent 1.7e-03 eV/A, error 3.0e-03 A
Newton 2: gap 3.9e-07 eV, tangent 4.2e-06 eV/A, error 1.7e-05 A
Newton 3: gap -1.1e-10 eV, tangent 4.3e-11 eV/A, error 5.2e-11 A
Newton 4: gap 8.5e-16 eV, tangent 2.0e-15 eV/A, error 0.0e+00 A
Crossing point (A): 1.343552 1.216822 2.441158
Crossing point (bohr): 2.538946 2.299461 4.613120
Crossing energy: 0.109119 eV = 0.0040101 hartree
Gradient-free point (A): 1.343552 1.216822 2.441158
Gradient-free energy (eV): 0.109119
Crossing gradient T (eV/A): -0.01674 0.98719 -0.20128
Crossing gradient S (eV/A): 0.12061 -7.11432 1.45054
Multiplier lambda: 0.12185
Seam curvatures (eV/A^2): 0.18800 2.67807
Seam Hessian relative difference: 2.7e-05
Jacobian eigenvalues (eV/A^2): 0.18800 2.67807 3.33333
Jacobian asymmetry norm (eV/A^2): 17.1642
Error ratio predicted, measured: 0.94360 0.94360
Step limit (A^2/eV): 0.7468
Error factor, 20 steps at 0.9, 1.1 limit: 0.0115 38.35
Newton linear error norm with HL: 4.0e-09
Newton error radius with triplet Hessian: 0.8871
Metric scale factors: 1.0 0.7 0.9  steps: 366
Convex pair: curvature at origin (eV/A^2): -1.0000
Convex pair: minimum x y (A): -0.500000 0.707107
Convex pair: energy (eV): -0.125000
Convex pair: lambda, curvature (eV/A^2): -0.5000 0.6667
Convex pair: steps 28, error ratio 0.33333
```
